# Spontaneous acoustic-phonon emission by fast electrons in a zero-temperature lattice: test program

```python
"""Spontaneous acoustic-phonon emission by an electron in a lattice at T = 0.

Result under test, for an isotropic parabolic band and empty final states:
    rate = 2 D^2 m (k-ks)^3 / (3 pi rho c hbar^2 k)  if k > ks, otherwise 0
D: deformation potential, m: electron mass, k: electron wavevector,
rho: crystal density, c: longitudinal sound speed, ks = m c / hbar.
The reference side sums Fermi's golden rule over phonon wavevectors, with a
narrow Gaussian in place of the energy delta function. SI units inside.
"""
import numpy as np
from scipy.constants import hbar, k as kB, e, m_e, epsilon_0, pi
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import zeta, gammaincc

# Rough typical silicon parameters
m_long, m_trans = 0.92 * m_e, 0.19 * m_e
m = (m_long * m_trans**2) ** (1 / 3)
D = 9.0 * e
rho, c, c_trans = 2330.0, 9000.0, 5400.0
xi_d, xi_u = 1.1 * e, 9.0 * e
permittivity = 11.7 * epsilon_0
lattice_constant = 0.543e-9
nonparabolicity = 0.5 / e
intervalley_phonon = 12e-3 * e
meV = 1e-3 * e

energy = 10 * meV
speed = np.sqrt(2 * energy / m)
k = m * speed / hbar
ks = m * c / hbar
threshold = 0.5 * m * c**2
A = D**2 * m / (4 * pi * rho * c * hbar**2)


def spontaneous_rate(kk):
    return 2 * D**2 * m * max(kk - ks, 0)**3 / (3 * pi * rho * c * hbar**2 * kk)


def momentum_rate(kk):
    x = max(kk - ks, 0)
    return D**2 * m * x**4 * (4 * kk + ks) / (5 * pi * rho * c * hbar**2 * kk**3)


def power_loss(kk):
    return D**2 * m * max(kk - ks, 0)**4 / (pi * rho * hbar * kk)


def equipartition_rate(kk, T):
    return D**2 * m * kk * kB * T / (pi * hbar**3 * rho * c**2)


def thermal_part(kk, T):
    """Stimulated emission plus absorption."""
    q_thermal = kB * T / (hbar * c)

    def integral(low, high):
        high = min(high, low + 50 * q_thermal)
        if high <= low:
            return 0.0
        f = lambda x: x**2 / np.expm1(x) if x > 0 else 0.0
        # relative tolerance only: the value can be exponentially small
        value = quad(f, low / q_thermal, high / q_thermal,
                     epsabs=0, epsrel=1e-8)[0]
        return q_thermal**3 * value

    emission = integral(0.0, 2 * (kk - ks)) if kk > ks else 0.0
    absorption = integral(max(0.0, 2 * (ks - kk)), 2 * (kk + ks))
    return A / kk * (emission + absorption)


def full_rate(kk, T):
    return spontaneous_rate(kk) + thermal_part(kk, T)


def energy_released(v, q, mu, ml, mt):
    """E(k) - E(k-q) for motion along the valley axis; mu = cos(angle)."""
    inverse_mass = mu**2 / ml + (1 - mu**2) / mt
    return hbar * v * q * mu - hbar**2 * q**2 * inverse_mass / 2


def golden_rule(v, ml, mt, T=0.0, fermi=None):
    """Direct sum: total rate, momentum-loss rate and emitted power."""
    n = 2000
    start_energy = 0.5 * ml * v**2
    q_top = 2.2 * ml * (v + c) / hbar
    q = ((np.arange(n) + 0.5) * q_top / n)[:, None]
    mu = (-1 + (2 * np.arange(n) + 1) / n)[None, :]
    released = energy_released(v, q, mu, ml, mt)
    phonon = hbar * c * q
    width = 0.004 * 2 * start_energy

    def delta(x):
        return np.exp(-0.5 * (x / width)**2) / (width * np.sqrt(2 * pi))

    cell = 2 * pi * q**2 * (q_top / n) * (2 / n) / (2 * pi)**3
    strength = 2 * pi / hbar * cell * D**2 * hbar * q / (2 * rho * c)
    occupation = 1 / np.expm1(phonon / (kB * T)) if T > 0 else 0.0
    emission = strength * (occupation + 1) * delta(released - phonon)
    if fermi is not None:
        emission = emission * (start_energy - released > fermi)
    total = emission.sum()
    if T > 0:
        total += (strength * occupation * delta(released + phonon)).sum()
    momentum = (emission * q * mu).sum() / (ml * v / hbar)
    return total, momentum, (emission * phonon).sum()


def ellipsoid_rate(vx, vz, ml, mt, sound, coupling):
    """Emission at T = 0 in an ellipsoidal valley with axis z."""
    n = 240
    ct = (-1 + (2 * np.arange(n) + 1) / n)[:, None]
    st = np.sqrt(1 - ct**2)
    phi = ((np.arange(n) + 0.5) * 2 * pi / n)[None, :]
    mass_n = 1 / (ct**2 / ml + st**2 / mt)
    excess = np.maximum(vx * st * np.cos(phi) + vz * ct - sound, 0)
    q = 2 * mass_n * excess / hbar
    total = (coupling(ct)**2 * mass_n * q**2).sum() * (2 / n) * (2 * pi / n)
    return total / (4 * pi**2 * rho * sound * hbar**2)


def close(a, b, tolerance):
    return abs(a / b - 1) < tolerance


# Emission is possible only above the sound speed, for both band shapes
q_scan = (np.logspace(-4, 1, 500) * ks)[:, None]
mu_scan = np.linspace(-1, 1, 2001)[None, :]
for ml, mt in ((m, m), (m_long, m_trans)):
    for ratio in (0.5, 0.99, 1.01, 3.0):
        balance = energy_released(ratio * c, q_scan, mu_scan, ml, mt)
        possible = np.any(balance - hbar * c * q_scan > 0)
        assert possible == (ratio > 1)

# Smallest phonon that a slow electron can absorb
k_slow = 0.5 * ks
q_line = np.linspace(0.01, 5, 5000)[:, None] * ks
gain = -energy_released(0.5 * c, q_line, mu_scan[:, ::10], m, m)
mismatch = gain - hbar * c * q_line
allowed = (mismatch.min(axis=1) <= 0) & (mismatch.max(axis=1) >= 0)
q_smallest = q_line[allowed, 0].min()
assert close(q_smallest, 2 * (ks - k_slow), 0.005)

# Closed forms against the direct sum (1-2 %: Gaussian width and grid)
for v in (speed, 3 * c):
    kk = m * v / hbar
    direct = golden_rule(v, m, m)
    assert close(direct[0], spontaneous_rate(kk), 0.01)
    assert close(direct[1], momentum_rate(kk), 0.01)
    assert close(direct[2], power_loss(kk), 0.01)
    if v == speed:
        direct_rate = direct[0]
assert close(golden_rule(speed, m, m, T=4.2)[0], full_rate(k, 4.2), 0.01)

# Fermi sea
fermi = 8 * meV
q_cut = min(2 * (k - ks), (energy - fermi) / (hbar * c))
blocked_rate = A * q_cut**3 / (3 * k)
assert close(golden_rule(speed, m, m, fermi=fermi)[0], blocked_rate, 0.02)
k_fermi = np.sqrt(2 * m * fermi) / hbar
sea_density = 6 * k_fermi**3 / (3 * pi**2)

# Temperature limits and crossover
low_T_law = 4 * zeta(3) * A / k * (kB * 0.5 / (hbar * c))**3
assert close(thermal_part(k, 0.5), low_T_law, 1e-5)
assert close(full_rate(k, 300), equipartition_rate(k, 300), 0.02)
T_equal = 2 * hbar * c * (k - ks)**3 / (3 * k**2 * kB)
T_root = brentq(lambda T: equipartition_rate(k, T) - direct_rate, 0.01, 1000)
assert close(T_root, T_equal, 0.01)
slow_rates = [full_rate(k_slow, T) for T in (0.1, 1.0, 4.2)]
assert slow_rates[0] < 1e-4 * slow_rates[2]


def equilibrium_average(T):
    """Mean full rate of Maxwell-distributed electrons at lattice T."""
    n = 400
    x = (np.arange(n) + 0.5) * 5 / n
    weight = 4 / np.sqrt(pi) * x**2 * np.exp(-x**2) * 5 / n
    wavevectors = x * np.sqrt(2 * m * kB * T) / hbar
    return sum(w * full_rate(kk, T) for w, kk in zip(weight, wavevectors))


averages = [equilibrium_average(T) for T in (0.1, 1.0, 4.2)]
assert averages[0] < averages[1] < averages[2]
assert averages[0] < 0.01 * averages[2]

# Ellipsoidal valley: isotropic limit, then a truly anisotropic case
constant = lambda ct: D + 0 * ct
assert close(ellipsoid_rate(speed, 0, m, m, c, constant),
             spontaneous_rate(k), 0.002)
v_axis = np.sqrt(2 * energy / m_long)
assert close(ellipsoid_rate(0, v_axis, m_long, m_trans, c, constant),
             golden_rule(v_axis, m_long, m_trans)[0], 0.02)


def surface_average(sound, coupling):
    nodes, weights = np.polynomial.legendre.leggauss(16)
    return sum(w / 2 * ellipsoid_rate(
        np.sqrt(2 * energy / m_trans * (1 - u**2)),
        np.sqrt(2 * energy / m_long) * u,
        m_long, m_trans, sound, coupling) for u, w in zip(nodes, weights))


aniso_mass = surface_average(c, constant)
aniso_LA = surface_average(c, lambda ct: xi_d + xi_u * ct**2)
aniso_TA = surface_average(c_trans, lambda ct: xi_u * ct * np.sqrt(1 - ct**2))


def impurity_rate(density):
    """Momentum loss by Coulomb deflection, cut at half the ion spacing."""
    R = e**2 / (8 * pi * permittivity * energy)
    b_max = 0.5 * density ** (-1 / 3)
    area = 2 * pi * R**2 * np.log(1 + (b_max / R)**2)
    # impact parameter b in units of R, so that the integral is of order 10
    f = lambda b: 2 * pi * b * (1 - np.cos(2 * np.arctan2(1, b)))
    assert close(R**2 * quad(f, 0, b_max / R)[0], area, 1e-6)
    return density * speed * area


impurity_rates = {n: impurity_rate(n * 1e6) for n in (1e13, 1e15)}

rate = spontaneous_rate(k)
q_max = 2 * (k - ks)
print(f"mass m = {m/m_e:.4f} electron masses (from 0.92, 0.19)")
print(f"D = {D/e:.1f} eV, c = {c:.0f} m/s, rho = {rho:.0f} kg/m3")
print(f"threshold energy m c^2/2 = {threshold/meV:.4f} meV")
print(f"threshold energy / kB = {threshold/kB:.3f} K")
print(f"electron energy = {energy/meV:.1f} meV")
print(f"electron speed = {speed:.4g} m/s, v/c = {speed/c:.2f}")
print(f"k = {k*1e-9:.4f} 1/nm, ks = {ks*1e-9:.4f} 1/nm")
print(f"largest emitted q = {q_max*1e-9:.4f} 1/nm")
print(f"largest phonon energy = {hbar*c*q_max/meV:.3f} meV")
print(f"mean phonon energy = {power_loss(k)/rate/meV:.3f} meV")
print(f"T=0 emission rate, formula = {rate:.4g} 1/s")
print(f"T=0 emission rate, direct sum = {direct_rate:.4g} 1/s")
print(f"mean time to emission = {1e12/rate:.2f} ps")
print(f"mean free path = {speed/rate*1e6:.2f} um")
print(f"T=0 momentum relaxation rate = {momentum_rate(k):.4g} 1/s")
print(f"T=0 power loss = {power_loss(k)/meV*1e-12:.4f} meV/ps")
print(f"T where equipartition equals T=0 rate = {T_equal:.2f} K")
for T in (0.1, 1.0, 4.2, 20.0, 77.0, 300.0):
    print(f"T = {T:5.1f} K: full {full_rate(k, T):.4g}, "
          f"equipartition {equipartition_rate(k, T):.4g} 1/s")
for ratio in (0.5, 1.1, 2.0, 5.0):
    print(f"T=0 rate at v/c = {ratio:.1f}: "
          f"{spontaneous_rate(ratio*ks):.4g} 1/s")
print(f"v/c = 0.5: least absorbable phonon = "
      f"{2*hbar*c*(ks-k_slow)/meV:.4f} meV")
for T, slow, mean in zip((0.1, 1.0, 4.2), slow_rates, averages):
    fast = gammaincc(1.5, threshold / (kB * T))
    print(f"T = {T:.1f} K: rate at v/c = 0.5 is {slow:.3g} 1/s")
    print(f"  equilibrium mean {mean:.3g} 1/s, fraction v>c {fast:.3g}")
print(f"Fermi sea at {fermi/meV:.1f} meV: density = "
      f"{sea_density*1e-6:.3g} 1/cm3")
print(f"T=0 rate above that sea = {blocked_rate:.4g} 1/s, "
      f"fraction {blocked_rate/rate:.3f}")
print(f"ellipsoidal mass, constant D: rate = {aniso_mass:.4g} 1/s, "
      f"ratio {aniso_mass/rate:.2f}")
print(f"anisotropic coupling: xi_d = {xi_d/e:.1f} eV, "
      f"xi_u = {xi_u/e:.1f} eV, c_trans = {c_trans:.0f} m/s")
print(f"  longitudinal {aniso_LA:.4g}, transverse {aniso_TA:.4g} 1/s")
print(f"  sum / isotropic rate = {(aniso_LA+aniso_TA)/rate:.2f}")
for density, value in impurity_rates.items():
    print(f"impurity momentum rate at {density:.0e} 1/cm3 = {value:.3g} 1/s")
print(f"nonparabolicity alpha*E = {nonparabolicity*energy:.4f}")
print(f"largest q / (2 pi/a) = {q_max*lattice_constant/(2*pi):.4f}")
print(f"collision broadening hbar*rate = {hbar*rate/meV:.4f} meV")
print(f"electron wavelength = {2*pi/k*1e9:.1f} nm")
print(f"lowest intervalley phonon (rough) = {intervalley_phonon/meV:.0f} meV")
print("every check passed")
```

Running it gives:

```
mass m = 0.3214 electron masses (from 0.92, 0.19)
D = 9.0 eV, c = 9000 m/s, rho = 2330 kg/m3
threshold energy m c^2/2 = 0.0740 meV
threshold energy / kB = 0.859 K
electron energy = 10.0 meV
electron speed = 1.046e+05 m/s, v/c = 11.62
k = 0.2905 1/nm, ks = 0.0250 1/nm
largest emitted q = 0.5309 1/nm
largest phonon energy = 3.145 meV
mean phonon energy = 2.359 meV
T=0 emission rate, formula = 3.568e+10 1/s
T=0 emission rate, direct sum = 3.568e+10 1/s
mean time to emission = 28.02 ps
mean free path = 2.93 um
T=0 momentum relaxation rate = 3.998e+10 1/s
T=0 power loss = 0.0842 meV/ps
T where equipartition equals T=0 rate = 10.16 K
T =   0.1 K: full 3.568e+10, equipartition 3.511e+08 1/s
T =   1.0 K: full 3.569e+10, equipartition 3.511e+09 1/s
T =   4.2 K: full 3.646e+10, equipartition 1.475e+10 1/s
T =  20.0 K: full 7.03e+10, equipartition 7.022e+10 1/s
T =  77.0 K: full 2.634e+11, equipartition 2.704e+11 1/s
T = 300.0 K: full 1.05e+12, equipartition 1.053e+12 1/s
T=0 rate at v/c = 0.5: 0 1/s
T=0 rate at v/c = 1.1: 3.145e+05 1/s
T=0 rate at v/c = 2.0: 1.73e+08 1/s
T=0 rate at v/c = 5.0: 4.428e+09 1/s
v/c = 0.5: least absorbable phonon = 0.1480 meV
T = 0.1 K: rate at v/c = 0.5 is 0.587 1/s
  equilibrium mean 404 1/s, fraction v>c 0.000649
T = 1.0 K: rate at v/c = 0.5 is 7.02e+07 1/s
  equilibrium mean 1.03e+08 1/s, fraction v>c 0.633
T = 4.2 K: rate at v/c = 0.5 is 1.59e+09 1/s
  equilibrium mean 2.28e+09 1/s, fraction v>c 0.938
Fermi sea at 8.0 meV: density = 3.55e+18 1/cm3
T=0 rate above that sea = 9.175e+09 1/s, fraction 0.257
ellipsoidal mass, constant D: rate = 3.804e+10 1/s, ratio 1.07
anisotropic coupling: xi_d = 1.1 eV, xi_u = 9.0 eV, c_trans = 5400 m/s
  longitudinal 2.427e+10, transverse 9.626e+09 1/s
  sum / isotropic rate = 0.95
impurity momentum rate at 1e+13 1/cm3 = 1.81e+09 1/s
impurity momentum rate at 1e+15 1/cm3 = 1.05e+11 1/s
nonparabolicity alpha*E = 0.0050
largest q / (2 pi/a) = 0.0459
collision broadening hbar*rate = 0.0235 meV
electron wavelength = 21.6 nm
lowest intervalley phonon (rough) = 12 meV
every check passed
```
